Phase averages for coherent scatterers in series and one-dimensional localisation

**Problem**

An electron of fixed energy moves in a wire with one propagating mode. Two lossless scatterers stand in series. Scatterer j transmits with probability Tⱼ and reflects with probability Rⱼ = 1 − Tⱼ, where 0 < Tⱼ < 1. Transport between them is coherent, and the phase θ gathered in one round trip between them, reflection phases included, is uniformly distributed over 2π in an ensemble of wires.

(a) Find the transmission probability T of the pair as a function of θ.

(b) Find the mean and the variance of ln T.

(c) Find the mean of 1/T and compare it with two candidates for a typical value: the geometric mean exp⟨ln(1/T)⟩ and the median. Find also ⟨T⟩, and compare it with Ohm's law.

(d) Extend the results to N equal scatterers with independent uniform phases. Decide what implies localisation, and what happens if all phases are equal instead.

(e) Evaluate the results for electrons 10 meV above the subband edge, with effective mass 0.067 mₑ. The barriers are 2 nm thick and 75 meV (A) and 100 meV (B) high, with a gap of about 100 nm. Consider also ten A barriers with random gaps, and estimate what the model neglects.

Angle brackets denote the average over phases.

**Solution**

**(a) Transmission of the pair**

Let a wave of unit amplitude arrive from the left, and let c be the right-moving amplitude just behind scatterer 1. It has two sources: the wave transmitted by scatterer 1, and the part of c itself that crosses the gap L, is reflected by scatterer 2 (amplitude r₂), returns, and is reflected by the right side of scatterer 1 (amplitude r₁′). Hence

c = t₁ + r₁′r₂e^{2ikL} c.

The outgoing amplitude is t = t₂e^{ikL}c, so

t = t₁t₂e^{ikL}/(1 − r₁′r₂e^{2ikL}).

Flux conservation makes the scattering matrix unitary, which gives |r₁′|² = |r₁|² = R₁. With a = √(R₁R₂) we can write r₁′r₂e^{2ikL} = ae^{iθ}, and

T = T₁T₂/|1 − ae^{iθ}|² = T₁T₂/(1 + a² − 2a cos θ).

The pair is most transparent at θ = 0, where the repeated reflections add in phase.

**(b) Mean and variance of ln T**

Since a < 1, the series ln(1 − z) = −Σ zⁿ/n, with n = 1, 2, …, converges at z = ae^{iθ}. Twice its real part is

ln|1 − ae^{iθ}|² = −2 Σ aⁿcos(nθ)/n.

Therefore

ln T = ln T₁ + ln T₂ + 2 Σ aⁿcos(nθ)/n.

Every cosine averages to zero over a full circle, which leaves

⟨ln T⟩ = ln T₁ + ln T₂.

No weak-scattering approximation has been made. Additivity belongs to the average; a single wire has ln T above or below the sum, according to its phase.

For the variance, ⟨cos(nθ)cos(mθ)⟩ is 1/2 for n = m and zero otherwise. Thus

Var ln T = 4 Σ a²ⁿ/(2n²) = 2 Li₂(R₁R₂),

where Li₂(x) = Σ xⁿ/n² is the dilogarithm.

**(c) Mean of 1/T, typical values, and mean of T**

The inverse of the result in (a) is linear in cos θ:

1/T = (1 + R₁R₂ − 2a cos θ)/(T₁T₂).

Its average is

⟨1/T⟩ = (1 + R₁R₂)/(T₁T₂).

By (b), the geometric mean is exp⟨ln(1/T)⟩ = 1/(T₁T₂). The arithmetic mean is larger by the factor 1 + R₁R₂, which lies between 1 (weak scattering) and 2 (nearly opaque scatterers).

The median behaves differently. For uniform θ, cos θ is distributed symmetrically about zero, so the median of 1/T is its value at cos θ = 0, and this equals the arithmetic mean. The statement that the mean exceeds the typical value is thus true for two scatterers if "typical" means the geometric mean, and false if it means the median.

The geometric mean is exceeded when cos θ < a/2. This happens for a fraction

1 − arccos(a/2)/π = 1/2 + arcsin(a/2)/π

of the phases.

To average T, put z = ae^{iθ} and use

(1 − |z|²)/|1 − z|² = Re[(1 + z)/(1 − z)] = 1 + 2 Σ aⁿcos(nθ).

The cosines again average to zero, so ⟨1/|1 − z|²⟩ = 1/(1 − a²) and

⟨T⟩ = T₁T₂/(1 − R₁R₂).

Now 1 − R₁R₂ = 1 − (1 − T₁)(1 − T₂) = T₁ + T₂ − T₁T₂. It follows that

(1 − ⟨T⟩)/⟨T⟩ = (T₁ + T₂ − 2T₁T₂)/(T₁T₂) = R₁/T₁ + R₂/T₂.

Here R/T is the resistance of a scatterer without its contact part, in units of h/(2e²) with spin counted. For two scatterers, the mean transmission therefore obeys Ohm's series law even though each wire is coherent. The three averages of one ensemble answer different questions.

**(d) Chains**

Let Tₙ be the transmission of n equal scatterers, Rₙ = 1 − Tₙ, and let T and R now refer to a single one. Adding a scatterer is again the two-scatterer problem, with T₁ replaced by Tₙ. The new phase is uniform and independent of the earlier ones, so we may average over it first, at fixed Tₙ.

*The typical value.* Each addition contributes ln T on average, so

⟨ln T_N⟩ = N ln T.

The increment of ln Tₙ, measured from ln T, is

Xₙ = 2 Σ (RₙR)^{m/2}cos(mθₙ)/m.

It averages to zero for any given past. For j < n, averaging XⱼXₙ over θₙ first gives zero, so the increments are uncorrelated and their variances add:

Var ln T_N = Σ ⟨2 Li₂(RₙR)⟩ ≤ 2N Li₂(R), n = 1 … N − 1.

The standard deviation grows no faster than √N, while the mean grows as N. By Chebyshev's inequality, −(ln T_N)/N then tends to ln(1/T) in probability. This is localisation: in a long chain nearly every wire has an exponentially small transmission, with the same decay rate. If s is the mean distance from one scatterer to the next and ξ is defined by ⟨ln T_N⟩ = −Ns/ξ, then

ξ = s/ln(1/T).

As the chain grows, Rₙ tends to 1 in probability, and the variance added per scatterer tends to 2 Li₂(R).

*The mean of 1/T.* From (c),

2⟨1/T⟩ − 1 = (2 + 2R₁R₂ − T₁T₂)/(T₁T₂).

Inserting T₁T₂ = 1 − R₁ − R₂ + R₁R₂ turns the numerator into 1 + R₁ + R₂ + R₁R₂ = (1 + R₁)(1 + R₂). Since (1 + Rⱼ)/Tⱼ = 2/Tⱼ − 1, the quantity 2/T − 1 multiplies on average. The rule is linear in 1/Tₙ, so it can be averaged over the earlier phases and repeated:

⟨1/T_N⟩ = {1 + [(1 + R)/(1 − R)]^N}/2.

Division by the geometric mean (1 − R)^(−N) gives

mean/geometric mean = [(1 + R)^N + (1 − R)^N]/2.

For N = 2 this is 1 + R², as in (c). For large N it grows as (1 + R)^N/2. The mean resistance thus rises exponentially faster than the typical one, because it is governed by a shrinking minority of very resistive wires.

*What the gap between the means shows.* Any spread of T makes ⟨1/T⟩ larger than the geometric mean, since the exponential function is convex. A gap at N = 2 is therefore no proof of localisation. The proof lies in the additive mean of ln T together with its shrinking relative spread.

*The mean of T.* At fixed Tₙ = x, averaging over the new phase gives

f(x) = xT/(1 − R(1 − x)) = xT/(T + Rx).

This is the Ohmic composition rule. Its derivative T²/(T + Rx)² is positive and decreases with x, so f is increasing and concave. Once Tₙ fluctuates, ⟨f(Tₙ)⟩ < f(⟨Tₙ⟩). From three scatterers on, ⟨T_N⟩ therefore lies below the Ohmic value.

*Weak scattering.* Take R ≪ 1 and a chain already much longer than ξ, so that Rₙ is close to 1. Each further scatterer then adds about R to the mean of ln(1/T_N), and about 2R both to its variance and to ln⟨1/T_N⟩. A Gaussian distribution of ln(1/T_N) would give the growth R + (2R)/2 = 2R, in agreement. For strong scatterers this agreement is lost, as (e) shows.

*Equal phases.* Take mirror-symmetric scatterers with equal gaps. Let M be the transfer matrix of one cell, connecting the right- and left-moving amplitudes on its two sides. Its determinant is 1, its off-diagonal elements have squared modulus R/T, and half its trace is cos(kL + arg t)/√T up to a sign convention for the phase. For a symmetric scatterer, unitarity places r and t a quarter turn apart, so kL + arg t = θ/2 ± π/2 and

|half trace| = |sin(θ/2)|/√T.

If this is below 1, it can be written |cos K| with K real, which is the condition for a Bloch band. The powers of a 2 × 2 matrix of unit determinant have off-diagonal elements multiplied by sin(NK)/sin K. Since 1/T_N = 1 + |off-diagonal element|²,

1/T_N = 1 + (R/T) sin²(NK)/sin²K.

This stays bounded for every N. Inside a band, the same scatterers that localise at random phases therefore do not localise, so there the randomness of the phase is essential.

If |half trace| exceeds 1, write it as cosh q with q > 0. The ratio sin²(NK)/sin²K becomes sinh²(Nq)/sinh²q, and T_N falls exponentially with N. This is a Bloch gap: the wave is stopped by Bragg reflection from a periodic chain, not by disorder. Exactly at the band edge the ratio is N², and T_N falls only as 1/N². Equal phases thus give either a band or a gap, depending on θ, while random phases give exponential decay in nearly every long chain.

**(e) Numbers**

*The barriers.* Matching ψ and ψ′ at the two faces of a rectangular barrier of height V and width w gives

1/T = 1 + V²sinh²(κw)/[4E(V − E)], κ = k√((V − E)/E).

With k = 0.1326 nm⁻¹, barrier A has κ = 0.338 nm⁻¹, κw = 0.676 and sinh²(κw) = 0.531. This gives 1/T₁ = 1 + 5625 × 0.531/2600 = 2.149. The values are

T₁ = 0.4652, R₁ = 0.5348 (A); T₂ = 0.3162, R₂ = 0.6838 (B).

*The pair.* R₁R₂ = 0.3657 and a = 0.6047. Depending on the gap, T lies between 0.057 and 0.94. The sum of the logarithms is

ln T₁ + ln T₂ = −0.7652 − 1.1513 = −1.9165.

As a test, the Schrödinger equation was solved for the complete two-barrier potential while the gap ran from 100 nm through half a wavelength, 23.69 nm, which takes θ once round the circle. The average of ln T was −1.9165, with a standard deviation of 0.90 between gaps.

The geometric mean of 1/T is 6.797, and the arithmetic mean is 6.797 × 1.3657 = 9.283, equal to the median. With h/(2e²) = 12.906 kΩ, the corresponding two-terminal resistances, contacts included, are 87.7 kΩ and 119.8 kΩ. About 60% of the phases lie above the geometric mean. The inverse of ⟨T⟩ is only 4.31.

*Ten A barriers.* The gaps are drawn uniformly from the same interval. The mean pitch is s = 100 + 11.85 + 2 = 113.85 nm, so

ξ = 113.85 nm/0.7652 = 149 nm.

Ten pitches make about 1140 nm, or 7.65 ξ; the chain itself has only nine gaps and is about 1030 nm long. Its geometric-mean resistance is 27 MΩ. The mean is larger by (1.5348¹⁰ + 0.4652¹⁰)/2 = 36.3, which gives 985 MΩ. In a sample of 100,000 chains the median of 1/T was 2233, close to the geometric mean of 2105, and 12.6% of the wires lay above the arithmetic mean. The median, which coincided with the arithmetic mean for two barriers, now lies near the geometric mean. The two do not merge in longer chains: the skewness of ln T leaves the median of 1/T higher than the geometric mean, by about 15% at N = 40, slowly approaching about 20% in very long chains.

The relative spread of ln T fell from 0.40 at N = 10 to 0.23 at N = 40. The sampled variance per added barrier was 1.28, against 2 Li₂(R₁) = 1.26. A Gaussian distribution of ln(1/T_N) with these parameters would make ln⟨1/T_N⟩ grow by 0.765 + 0.631 = 1.40 per barrier. The correct rate is ln(1.5348/0.4652) = 1.19, so the Gaussian form overstates the rare resistive wires.

For equal phases θ = 0.5, |cos K| = 0.2474/0.6821 = 0.363, inside a band. The formula bounds −ln T_N by ln(1 + 1.149/0.868) = 0.843. The largest value found up to N = 40 was also 0.843, whereas random phases gave a mean of 30.6.

*The real case.* The parameters are in the rough range of a GaAs/AlGaAs wire. The strong, closely spaced barriers make ξ short by design; clean wires can carry electrons over more than a micrometre without backscattering. The neglected effects have these sizes:

- **Temperature.** The conductance averages T over an energy window. For the pair this raises the mean logarithm by 0.003 at 0.3 K, but by 0.30 at 4.2 K. For the ten-barrier chain the shift is already about 0.6 at 0.3 K, a factor of about 1.8 in the geometric-mean conductance. Samples of 300 wires scatter between roughly 0.5 and 0.65; the output shows one at the low end. The chain results above are for a single energy.
- **Incomplete phase averaging.** A Gaussian gap spread of 10 nm, instead of a uniform half wavelength, shifts ⟨ln T⟩ of the pair by at most 0.036.
- **Dephasing.** Suppose the nth cosine in T is damped by exp(−2nL/L_φ) while ⟨T⟩ is kept. An assumed L_φ of 5 µm then raises ⟨ln T⟩ of the pair by 0.043 for L = 100 nm, and by 0.053 for the largest gap, L = 124 nm.
- **Barrier mass and second subband.** A barrier mass of 0.075 mₑ lowers T₁ to 0.453 and leaves the addition law intact. In a hard-wall wire 20 nm wide, the second subband lies 42 meV above the first, well above the electron energy of 10 meV.
- **Electron interaction.** This may be a large omission. The Coulomb coupling e²/(4πεħv) is 0.74. With a gate 50 nm away and an assumed effective wire radius of 10 nm, a Luttinger-liquid estimate gives an interaction parameter K_ρ = 0.56, where 1 means no interaction. The conductance of one strong barrier would then scale as (k_BT/E)^0.78, with T here the temperature, which is about 0.01 at 0.3 K. The result is sensitive to the assumed radius: with exchange neglected, averaging the Coulomb coupling over the transverse density of hard-wall wires 20 nm wide and at most 20 nm thick gives K_ρ between 0.48 and 0.52, and a factor between 0.0015 and 0.004. All these values are limits for long wires, not estimates for the present chain. The power law holds only while k_BT exceeds roughly ħu/L, where L is the length of the wire sections beside the barrier and u ≈ v/K_ρ is the velocity of charge waves. With K_ρ = 0.56, this requires sections of about 10 µm at 0.3 K. For sections of 100 nm the power law already stops near 31 K, where the factor is about 0.4. The barriers are also only of medium strength.

The resistances above therefore illustrate independent electrons and do not predict a measurement at low temperature. The numerical output below gives further digits for most of these numbers.

Computed values

```
mass 0.067 m_e, energy 10.0 meV, barrier width 2.0 nm
barrier heights A, B: 75.0, 100.0 meV; smallest gap 100.0 nm
k_F = 0.1326 1/nm; half wavelength = 23.69 nm
T1, R1 (barrier A) = 0.4652, 0.5348
T2, R2 (barrier B) = 0.3162, 0.6838
R1*R2 = 0.3657; a = sqrt(R1 R2) = 0.6047
pair: largest T = 0.9415, smallest T = 0.0571
ln T1 = -0.7652, ln T2 = -1.1513
pair: <ln T> from wave equation = -1.9165
pair: sum ln T1 + ln T2 = -1.9165
pair: standard deviation of ln T = 0.9011
pair: <1/T> = 9.2829; median 1/T = 9.2829
pair: geometric mean of 1/T = 6.7974
pair: mean / geometric mean = 1.3657
pair: fraction of phases above geometric mean = 0.5978
pair: <T> = 0.2319; 1/<T> = 4.3118
h/(2e^2) = 12.9064 kOhm
pair: mean resistance = 119.81 kOhm
pair: geometric mean resistance = 87.73 kOhm
4 barriers A: <T> = 0.1356, Ohmic value = 0.1786
4 barriers A: <1/T> by quadrature = 59.714
4 barriers A: <1/T> by formula = 59.714
chain: mean pitch = 113.85 nm; xi = 148.8 nm
chain N=10: length N*pitch = 1138 nm
chain N=10: <ln T> sampled = -7.637
chain N=10: N ln T1 = -7.652
chain N=10: geometric mean 1/T = 2105
chain N=10: median 1/T sampled = 2233
chain N=10: mean 1/T by formula = 7.632e+04
chain N=10: mean/geometric = 36.26
chain N=10: fraction of wires above mean = 0.126
chain N=10: geometric resistance = 27.17 MOhm
chain N=10: mean resistance = 985.0 MOhm
variance of ln T per added barrier, sampled = 1.283
variance per added barrier, 2 Li2(R1) = 1.262
relative spread of ln T, N=10: 0.402; N=40: 0.226
equal phases 0.5 rad, up to N=40: largest -ln T = 0.843
random phases, N=40: -<ln T> = 30.58
pair: thermal shift of <ln T>, 0.3 K = 0.0030
pair: thermal shift of <ln T>, 4.2 K = 0.2966
chain N=10: thermal shift of <ln T>, 0.3 K = 0.49 +- 0.04 (300 wires)
chain: shift on halving the energy mesh = -1.7e-04
gap spread 10.0 nm: largest shift of <ln T> = 0.0359
dephasing length 5000 nm (assumed): shift of <ln T> = 0.0434
barrier mass 0.075 m_e: T1 becomes 0.4530
wire width 20.0 nm: second subband 42.1 meV up
gate distance 50.0 nm, relative permittivity 12.9
Coulomb coupling e^2/(4 pi eps hbar v) = 0.74
Luttinger parameter (estimate) = 0.56; exponent = 0.78
crude interaction factor (kT/E)^exponent, 0.3 K = 0.010
```
